# Core X-ray Raman Spectra from Projected Densities of States

Before computing the x-ray Raman spectrum of a K edge at several momentum transfers, one must decide what to store from the electronic-structure calculation. One choice is to evaluate a new matrix element for every final state and every vector \(\mathbf q\). The other is to store the s, p and d projected densities of states once and to combine them with a few radial integrals. The second choice is sound for a directional average, under conditions found below. For a single crystal with \(\mathbf q\) held fixed, the projected densities are in general not enough.

## The spectrum and its one-electron form

Hartree atomic units are used. Far from resonance, and in first order in the interaction \(\mathbf A^2\), a photon that changes its wave vector from \(\mathbf k_1\) to \(\mathbf k_2\) acts on each electron through \(e^{i\mathbf q\cdot\mathbf r}\), with \(\mathbf q=\mathbf k_1-\mathbf k_2\). The cross section is a kinematic and polarization factor times the dynamic structure factor. We treat the latter for independent electrons whose core and final orbitals belong to one common Hamiltonian. The operator is a sum of one-electron terms and moves one electron at a time, so that, per core electron,

\[
S(\mathbf q,\omega)=\sum_f |T_f(\mathbf q)|^2\,\delta(E_f-E_c-\omega),\qquad
T_f(\mathbf q)=\langle f|e^{i\mathbf q\cdot\mathbf r}|c\rangle .
\tag{1}
\]

The sum runs over empty states of the same spin as the core electron, because the operator does not act on spin. A filled s shell gives twice this result if the two spins are equivalent. The core orbital is

\[
\phi_c(\mathbf r)=\frac{R_c(r)}{\sqrt{4\pi}},\qquad \int_0^\infty R_c^2\,r^2dr=1 ,
\tag{2}
\]

with \(R_c\) real and the nucleus at the origin.

## The plane wave in spherical Bessel functions

Let \(x=\hat{\mathbf q}\cdot\hat{\mathbf r}\) and \(z=qr\). The plane wave depends on angle through \(x\) alone, so it has a Legendre expansion

\[
e^{izx}=\sum_l c_l(z)P_l(x),\qquad
c_l(z)=\frac{2l+1}{2}\int_{-1}^{1}e^{izx}P_l(x)\,dx .
\tag{3}
\]

The plane wave satisfies \((\nabla^2+q^2)e^{i\mathbf q\cdot\mathbf r}=0\). The \(P_l\) are independent angular functions, so each \(c_l(qr)\) satisfies the radial form of this equation, which is the spherical Bessel equation. It is also finite at the origin; hence \(c_l=a_l j_l\).

The constant \(a_l\) follows from the lowest power of \(z\). In the power series of \(e^{izx}\), terms \(x^n\) with \(n<l\) are orthogonal to \(P_l\). For \(n=l\), Rodrigues' formula and \(l\) integrations by parts give

\[
\int_{-1}^{1}x^lP_l\,dx=\frac{1}{2^l}\int_{-1}^{1}(1-x^2)^l dx
=\frac{2^{l+1}(l!)^2}{(2l+1)!}.
\tag{4}
\]

Since \(j_l(z)\to z^l/(2l+1)!!\), comparison of the coefficients of \(z^l\) yields

\[
a_l=\frac{2l+1}{2}\,\frac{i^l}{l!}\,\frac{2^{l+1}(l!)^2}{(2l+1)!}\,(2l+1)!!
=(2l+1)\,i^l ,
\tag{5}
\]

where \((2l+1)!=2^l\,l!\,(2l+1)!!\) was used. The addition theorem,
\(P_l(x)=\frac{4\pi}{2l+1}\sum_m Y^*_{lm}(\hat{\mathbf q})Y_{lm}(\hat{\mathbf r})\), then cancels the factor \(2l+1\):

\[
e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm} i^l j_l(qr)\,Y^*_{lm}(\hat{\mathbf q})\,Y_{lm}(\hat{\mathbf r}).
\tag{6}
\]

## Final states near the core

Assume that the potential is spherical inside a sphere of radius \(R\), and that the core orbital is negligible outside it. No symmetry is assumed for the potential outside. There is no spin–orbit coupling or magnetic field.

Projecting the Schrödinger equation onto \(Y_{lm}\) inside the sphere gives a separate radial equation for each \(l\). Near the nucleus its two solutions behave as \(r^l\) and \(r^{-l-1}\), and only the first is admissible. Call it \(R_l(r,E)\), take it real, and normalize it by

\[
\int_0^R R_l(r,E)^2r^2dr=1 .
\tag{7}
\]

Every final state therefore has the form

\[
\psi_f(\mathbf r)=\sum_{lm}A^f_{lm}R_l(r,E_f)Y_{lm}(\hat{\mathbf r}),\qquad r<R .
\tag{8}
\]

The surroundings enter through the energies and the coefficients \(A^f_{lm}\), not through the shape of \(R_l\) at given energy. With (7), \(|A^f_{lm}|^2\) is the probability of finding the electron in the sphere with angular momentum \(lm\). The projected density of states, per spin and summed over \(m\), is

\[
\rho_l(E)=\sum_f\sum_m|A^f_{lm}|^2\,\delta(E-E_f).
\tag{9}
\]

## The transition amplitude

Insert (2), (6) and (8) into \(T_f\). The core orbital has no angular dependence, so the angular integral is \(\int Y^*_{lm}Y_{l'm'}\,d\hat{\mathbf r}=\delta_{ll'}\delta_{mm'}\). Each multipole of the plane wave reaches one \(l\) of the final state; this is what an s core contributes to the result. With \(4\pi/\sqrt{4\pi}=\sqrt{4\pi}\),

\[
T_f(\mathbf q)=\sqrt{4\pi}\sum_{lm} i^l M_l(q,E_f)\,A^{f*}_{lm}\,Y^*_{lm}(\hat{\mathbf q}).
\tag{10}
\]

At first \(M_l\) contains \(j_l(qr)\) for all \(l\). Core and final states are orthogonal, however, so \(e^{i\mathbf q\cdot\mathbf r}\) may be replaced by \(e^{i\mathbf q\cdot\mathbf r}-1\) in (1). The constant 1 has \(l=0\) only, and the \(l=0\) term of (6) is \(j_0(qr)\). The radial integrals become

\[
M_l(q,E)=\int_0^R R_l(r,E)\,[\,j_l(qr)-\delta_{l0}\,]\,R_c(r)\,r^2dr .
\tag{11}
\]

The subtraction is useful in numerical work. The overlap of \(R_0\) and \(R_c\) over a finite sphere is not exactly zero, and without the subtraction its small remainder would survive at \(q=0\), where the true amplitude vanishes.

The core tail limits the accuracy. Let \(p_{\rm out}\) be the core probability outside the sphere. Since \(|e^{i\mathbf q\cdot\mathbf r}-1|\le2\), the Schwarz inequality bounds the neglected part of the amplitude by \(2\sqrt{p_{\rm out}}\) for a normalized final state.

## Fixed direction: interference

Squaring (10) gives

\[
S(\mathbf q,\omega)=4\pi\sum_{lm,l'm'} i^{\,l'-l}M_lM_{l'}\,
\rho_{lm,l'm'}(E)\,Y_{lm}(\hat{\mathbf q})Y^*_{l'm'}(\hat{\mathbf q}),
\tag{12}
\]

with \(E=E_c+\omega\) and the density matrix
\(\rho_{lm,l'm'}(E)=\sum_f A^f_{lm}A^{f*}_{l'm'}\delta(E-E_f)\). Its diagonal, summed over \(m\), gives \(\rho_l\). The off-diagonal elements are absent from the projected densities.

Part of the interference cancels by time reversal. Under our assumptions the Hamiltonian is real, so the final states can be chosen real. In real harmonics \(\mathcal Y_{l\mu}\) their coefficients \(B^f_{l\mu}\) are real too. In (10) the factor \(i^l\) then makes the even-\(l\) part real and the odd-\(l\) part imaginary, and the two add in square:

\[
|T_f|^2=4\pi\Big[\sum_{l\,\rm even}\sum_\mu(-1)^{l/2}M_lB^f_{l\mu}\mathcal Y_{l\mu}(\hat{\mathbf q})\Big]^2
+4\pi\Big[\sum_{l\,\rm odd}\sum_\mu(-1)^{(l-1)/2}M_lB^f_{l\mu}\mathcal Y_{l\mu}(\hat{\mathbf q})\Big]^2 .
\tag{13}
\]

There is no s–p or p–d interference, even at a site without inversion symmetry. Interference between channels of the same parity remains: s with d, and p with f.

## Directional average

In a powder without preferred orientation, all directions of \(\mathbf q\) relative to the crystal axes are equally likely. Averaging (12) with \(\frac{1}{4\pi}\int d\hat{\mathbf q}\) brings in

\[
\int Y_{lm}(\hat{\mathbf q})\,Y^*_{l'm'}(\hat{\mathbf q})\,d\hat{\mathbf q}=\delta_{ll'}\delta_{mm'} .
\tag{14}
\]

The factor \(4\pi\) cancels, the phase \(i^{l'-l}\) becomes 1, and

\[
\boxed{\;\bar S(q,\omega)=\sum_l M_l(q,E)^2\rho_l(E)
\simeq M_0^2\rho_s+M_1^2\rho_p+M_2^2\rho_d,\qquad E=E_c+\omega .\;}
\tag{15}
\]

The first equality holds under the stated assumptions; the second drops \(l\ge3\). If the density is quoted per magnetic substate, \(\tilde\rho_l=\rho_l/(2l+1)\), the same formula reads \(\sum_l(2l+1)M_l^2\tilde\rho_l\). A program that sums over \(m\) must not include the factor \(2l+1\) again.

The normalization of \(R_l\) must also match that of \(\rho_l\). Multiplying \(R_l\) by \(\lambda\) multiplies \(M_l^2\) by \(\lambda^2\) and divides \(|A_{lm}|^2\) by \(\lambda^2\). The product has physical meaning; its division into weight and density is a convention, fixed here by (7).

## A cubic site

A cubic site with inversion symmetry removes some direction dependence without averaging. Inversion forbids s–p and p–d elements of the density matrix. The s–d elements form a symmetric traceless tensor of rank two. Twofold rotations about the cube axes make it diagonal, threefold rotations make its diagonal elements equal, and zero trace then makes it vanish. The same rotations make the p block a multiple of the unit matrix. Since \(\sum_\mu\mathcal Y_{1\mu}^2=3/4\pi\), the p term is \(M_1^2\rho_p\) for every direction.

The d block is different. Twofold rotations remove all elements that link different members of the \(t_{2g}\) set \((xy,yz,zx)\) or link this set to the \(e_g\) pair. Threefold rotations make the three \(t_{2g}\) elements equal. They act on the \(e_g\) pair as rotations by \(120^\circ\) in a plane, and a real symmetric \(2\times2\) matrix unchanged by these is a multiple of the unit matrix. Thus, with \(\rho_d=\rho_t+\rho_e\),

\[
S_d(\mathbf q)=M_2^2\,[\,g_t(\hat{\mathbf q})\rho_t+g_e(\hat{\mathbf q})\rho_e\,],\quad
g_t=\frac{4\pi}{3}\sum_{\mu\in t_{2g}}\mathcal Y_{2\mu}^2,\quad
g_e=\frac{4\pi}{2}\sum_{\mu\in e_g}\mathcal Y_{2\mu}^2 .
\tag{16}
\]

Along [001], \(g_t=0\) and \(g_e=5/2\); along [111], \(g_t=5/3\) and \(g_e=0\). The total \(\rho_d\) therefore does not fix the d signal for a chosen direction. The two d symmetries can be separated by turning the crystal only if the p–f interference is negligible or known. Cubic symmetry allows this interference, because the f functions \(n_i(5n_i^2-3)\), with \(\mathbf n=\hat{\mathbf q}\), transform like \(n_i\). Its angular form \(5(n_x^4+n_y^4+n_z^4)-3\) has the same anisotropy as \(g_t=\tfrac52(1-n_x^4-n_y^4-n_z^4)\), and \(M_1M_3\) grows as \(q^4\), like \(M_2^2\). At larger \(q\) the s–g and d–g interference terms, which cubic symmetry also allows and which start at order \(q^6\), must be controlled as well; the s–g term varies as \(n_x^4+n_y^4+n_z^4-\tfrac35\), again the same anisotropy.

## Small momentum transfer

Let \(qr\ll1\) wherever \(R_lR_c\) is appreciable. The leading terms \(j_0-1\simeq-(qr)^2/6\), \(j_1\simeq qr/3\) and \(j_2\simeq(qr)^2/15\) give

\[
M_0\simeq-\frac{q^2}{6}\langle r^2\rangle_0,\qquad
M_1\simeq\frac q3\langle r\rangle_1,\qquad
M_2\simeq\frac{q^2}{15}\langle r^2\rangle_2 ,
\tag{17}
\]

where \(\langle r^n\rangle_l=\int_0^R R_l\,r^n R_c\,r^2dr\) is a transition moment and may have either sign. At fixed energy the p intensity grows as \(q^2\), and the s and d intensities grow as \(q^4\). To leading order,

\[
\bar S\simeq\frac{q^2}{9}\langle r\rangle_1^2\,\rho_p .
\tag{18}
\]

This is the dipole limit: \(e^{i\mathbf q\cdot\mathbf r}-1\simeq i\mathbf q\cdot\mathbf r\), so \(\hat{\mathbf q}\) takes the place of the polarization vector in dipole absorption. The p channel also contributes at order \(q^4\): the next term \(-(qr)^3/30\) of \(j_1\) adds \(-\frac{q^4}{45}\langle r\rangle_1\langle r^3\rangle_1\rho_p\) to \(\bar S\). The \(q^2\) coefficient gives \(\rho_p\). Only after this correction has been computed and removed does the \(q^4\) coefficient give the weighted sum of s and d. Because s and d share the same leading power, varying \(q\) in this range cannot separate s from d. That separation needs larger \(q\), where \(M_0\) and \(M_2\) follow different curves.

## A worked model

The model has the central potential \(-(1+5e^{-r/a})/r\), with \(a=1\) bohr, so the nuclear charge is 6 and the tail charge is 1. Beyond \(R=3\) bohr an added potential \(V_0\sin^2[\pi(r-R)/L]\,[P_1(\cos\theta)+P_2(\cos\theta)]\), with \(V_0=0.3\) hartree and \(L=9\) bohr, mixes the angular momenta and breaks inversion symmetry. A hard wall stands at 12 bohr, and the angular basis ends at \(l=3\). States below zero energy are taken as filled; final states between 0 and 1 hartree are examined. This filling is only a convention: 19 orbitals per spin lie below zero, far more than five screening electrons would occupy, so the model illustrates the formula and does not represent a carbon K edge. The core level lies at \(-13.5668\) hartree.

Consider a final state with \(m=0\) at 0.4138 hartree. The energy loss is

\[
\omega=0.4138+13.5668=13.9806\ \text{hartree}=380.43\ \text{eV}.
\]

At \(q=4\) bohr\(^{-1}\), or 7.56 Å\(^{-1}\), its contributions to (15) are

\[
\begin{aligned}
\text{s:}&\quad(0.076572)^2(0.04863)=2.851\times10^{-4},\\
\text{p:}&\quad(0.094694)^2(0.11003)=9.867\times10^{-4},\\
\text{d:}&\quad(0.013285)^2(0.05009)=0.088\times10^{-4}.
\end{aligned}
\]

The f term is \(4\times10^{-9}\). The sum is \(1.281\times10^{-3}\), equal at this precision to the directional average of \(|T_f|^2\) obtained by three-dimensional integration with the explicit exponential. The s and d probabilities in the sphere are nearly equal, yet the s contribution is 32 times larger. A projected density alone says little about intensity.

For this state the leading terms (17) are no longer adequate. With \(\langle r\rangle_1=0.1120\) bohr, they give \(M_1\simeq(4/3)(0.1120)=0.149\), against the full value 0.095.

The fixed-direction result shows what the average hides. For \(m=0\), \(\sqrt{4\pi}\,Y_{l0}=\sqrt{2l+1}\,P_l(\cos\theta)\). The magnitudes \(|M_lA_l|\) are the square roots of the contributions above: 0.016886 for s and 0.002973 for d. Along the axis, where \(P_2=1\), the s–d interference has magnitude

\[
2(0.016886)(\sqrt5\times0.002973)=2.245\times10^{-4}.
\]

Its computed sign is positive. It makes up 6.4% of the intensity \(3.496\times10^{-3}\) along the axis. The s, p and d terms alone give \(3.514\times10^{-3}\) there. The remainder is the p–f interference, of magnitude \(2\sqrt{21}\,|M_1A_1||M_3A_3|=1.8\times10^{-5}\) and negative sign, far larger than the averaged f term. Perpendicular to the axis the p term vanishes, \(P_2=-1/2\) reverses the sign of the interference, and the intensity is \((0.01689-0.00332)^2=1.84\times10^{-4}\). The two directions differ by a factor of 19. These single-state numbers belong to the basis that ends at \(l=3\); they change appreciably when the basis is extended.

Summed over the whole energy window, the channel shares of the averaged intensity are:

| \(q\) (bohr\(^{-1}\)) | s (%) | p (%) | d (%) |
|---:|---:|---:|---:|
| 0.5 | 0.28 | 99.45 | 0.27 |
| 2 | 4.28 | 92.86 | 2.86 |
| 4 | 15.23 | 80.41 | 4.34 |
| 6 | 29.32 | 67.35 | 3.32 |

The f share is at most 0.021% at these four values. Channels above f are absent from this basis; extending it to \(l=6\) gives them less than 0.001% and moves the tabulated shares by about 0.2 percentage points at most. Stopping at d is therefore justified here for the averaged intensity; another potential or a larger \(q\) needs its own check. The s share rises throughout the table, whereas the d share is lower at 6 than at 4 bohr\(^{-1}\). More momentum transfer does not simply mean more d character.

The coarse shape of the spectrum changes little. The lowest quarter of the window holds 26.3% of the intensity at \(q=0.5\) bohr\(^{-1}\) and 24.4% at 6 bohr\(^{-1}\), although the s share has grown a hundredfold. In this model the s and p densities are distributed similarly over the four quarters: the lowest holds about 32% of each. Equation (15) shows why this matters: a change in the channel mix alters the shape of a spectrum only as far as the weighted densities differ in shape. The small change in the lowest quarter comes mainly from within the p channel: the energy dependence of \(M_1\) varies with \(q\), and the lowest quarter holds 26.3% of the p intensity at 0.5 bohr\(^{-1}\) and 24.0% at 6 bohr\(^{-1}\). In the third quarter, whose share rises from 4.6% to about 5.6%, the change of channel mix is the larger cause. These quarter shares are sums over discrete levels and belong to the basis that ends at \(l=3\). With \(l\) up to 6 the lowest quarter holds 23.3% and 21.5% at the two values of \(q\), the third 10.4% and 11.4%, and the lowest-quarter s and p densities are 28 to 29%; the trends with \(q\) and their causes stay the same.

The weights themselves vary with energy. Between 0.25 and 0.75 hartree, at \(q=4\) bohr\(^{-1}\), \(M_1\) rises from 0.0891 to 0.1081 and \(M_2\) from 0.0107 to 0.0192. The squares grow by factors of 1.5 and 3.2. With densities defined in this 3 bohr sphere, constant coefficients would therefore distort a spectrum over this range; they are suitable only for an interval in which the \(M_l\) hardly change. How much they change depends on the radius used in (7): for the same potential the p and d factors are 0.88 and 1.64 with \(R=2\) bohr, and 1.02 and 1.24 with \(R=1.5\) bohr.

The numerical check compares (15) with direct integration for every final state in the window. At \(q=6\) bohr\(^{-1}\) the largest difference is \(7\times10^{-6}\) of the strongest line. The core probability outside the sphere is \(1.3\times10^{-12}\), so the neglected amplitude is at most \(2.3\times10^{-6}\) by the bound given after (11).

## Where the formula stops

If the potential inside the sphere is appreciably non-spherical where the core orbital is large, the radial equations couple and (8) no longer holds with one radial function per \(l\). The density matrix and \(M_l\) then cease to factorize.

A core hole changes the potential felt by the final electron. If it is included for the final states but not for the core orbital, the two orbitals need not be orthogonal. Using \(j_0\) without the subtraction then leaves a spurious s intensity at \(q=0\). The subtraction removes it, but does not supply the response of the other electrons. When the hole and the excited electron are strongly correlated with an open shell, (1) itself is inadequate, and the spectrum must be built from many-electron states.

For a core orbital with \(l_c>0\), its angular factor enters the integral leading to (10). One multipole of the plane wave can then reach several final \(l\), and several multipoles can reach the same \(l\). If the core shell is filled and its substates are degenerate, the sum over substates and the directional average still leave one weight for each projected density. That weight is then a sum of squared radial integrals, one for each allowed multipole, with angular coefficients. From a p core, for example, a final s state is reached by the multipole of order 1 alone, but a final p state by orders 0 and 2 and a final d state by orders 1 and 3. The reduction to a single square \(M_l^2\) for every \(l\) is a property of the s core.

## Numbers as computed

```
nuclear charge 6, tail charge 1, screening length 1.0 bohr
sphere 3.0 bohr, box 12.0 bohr, environment strength 0.3 hartree, largest l 3
core energy -13.5668 hartree
core probability outside sphere 1.3e-12
final levels in 0 to 1 hartree, +m and -m counted once: 36
largest overlap of final state with core 2.3e-11
largest error of sphere weight from regular solution 1.1e-16
averaged formula, q=2/bohr: max error/strongest line 2.4e-06
averaged formula, q=6/bohr: max error/strongest line 7.4e-06
fixed direction, q=4/bohr, cosine 0.6: same error measure 4.4e-06
direct/dipole intensity at q=0.02/bohr: 0.99998
example state energy 0.4138 hartree
example energy loss 13.9806 hartree = 380.43 eV
example q 4.0/bohr = 7.559/angstrom
  s: sphere weight 0.04863, M +0.076572, product M^2*weight 2.8514e-04
  p: sphere weight 0.11003, M +0.094694, product M^2*weight 9.8667e-04
  d: sphere weight 0.05009, M +0.013285, product M^2*weight 8.8400e-06
  f: sphere weight 0.00299, M +0.001136, product M^2*weight 3.8564e-09
example sum over s,p,d,f 1.2807e-03
example direct average 1.2807e-03
example direct, q along z 3.4960e-03
example direct, q along x 1.8393e-04
example s-d interference, q along z +2.2453e-04
example moments: s <r^2> -0.04421 bohr^2, p <r> 0.11201 bohr, d <r^2> 0.03605 bohr^2
channel shares of intensity in the 0 to 1 hartree window, percent
  q=0.5/bohr (0.94/angstrom): s 0.282, p 99.448, d 0.269, f 0.000; total 6.3974e-04
  q=2.0/bohr (3.78/angstrom): s 4.277, p 92.857, d 2.860, f 0.007; total 8.9684e-03
  q=4.0/bohr (7.56/angstrom): s 15.227, p 80.413, d 4.338, f 0.021; total 2.0914e-02
  q=6.0/bohr (11.34/angstrom): s 29.317, p 67.352, d 3.315, f 0.016; total 1.9107e-02
energy bins: projected states per spin in sphere; percent of S at two q
  0.00-0.25 hartree: s 0.1697, p 0.5590, d 1.9720; q=0.5/bohr 26.26, q=6/bohr 24.41
  0.25-0.50 hartree: s 0.1909, p 0.6202, d 1.2530; q=0.5/bohr 33.70, q=6/bohr 33.28
  0.50-0.75 hartree: s 0.0290, p 0.0742, d 0.6132; q=0.5/bohr 4.61, q=6/bohr 5.65
  0.75-1.00 hartree: s 0.1382, p 0.5179, d 0.8662; q=0.5/bohr 35.42, q=6/bohr 36.65
energy dependence of M at q=4/bohr
  E=0.25 hartree: s +0.073251, p +0.089100, d +0.010746
  E=0.75 hartree: s +0.084459, p +0.108099, d +0.019222
cubic d factors, q along 001: each t2g 0.0000, each eg 2.5000
cubic d factors, q along 111: each t2g 1.6667, each eg 0.0000
```
